# Spin polarization of three electrons on a square of four donors: a program that tests the result

```python
"""Three electrons on a square four-site Hubbard ring.

Result under test: the lowest doublet has energy
  E_D = (U - sqrt(U^2 + 32 t^2 + 4 sqrt(64 t^4 + 3 t^2 U^2))) / 2,
the lowest quartet has E_Q = -2 t, and they cross at U = 4 (2 + sqrt 7) t.
t: hopping along a side, U: on-site repulsion, tdiag: hopping along a diagonal.
The many-electron matrices are built from fermion operators in Fock space.
The second part applies the model to a square of donors (meV, nm, K).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto

# ---------- fermion operators, mode = 2*site + spin (0 up, 1 down) ----------


def annihilator(mode):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    matrix = np.eye(1)
    for m in range(8):
        factor = np.diag([1.0, -1.0]) if m < mode else np.eye(2)
        matrix = np.kron(matrix, lower if m == mode else factor)
    return matrix


C = [[annihilator(2 * i + s) for s in (0, 1)] for i in range(4)]
n_up = sum(np.diag(C[i][0].T @ C[i][0]) for i in range(4))
n_down = sum(np.diag(C[i][1].T @ C[i][1]) for i in range(4))
sector = np.where((np.round(n_up) == 2) & (np.round(n_down) == 1))[0]


def restrict(matrix):
    return matrix[np.ix_(sector, sector)]


transfer = [[restrict(sum(C[i][s].T @ C[j][s] for s in (0, 1)))
             for j in range(4)] for i in range(4)]
double_occ = sum(restrict(C[i][0].T @ C[i][0] @ C[i][1].T @ C[i][1])
                 for i in range(4))
spin_raise = sum(C[i][0].T @ C[i][1] for i in range(4))
spin_values, spin_vectors = eigh(restrict(spin_raise.T @ spin_raise))
DOUBLET = spin_vectors[:, spin_values < 1.0]
QUARTET = spin_vectors[:, spin_values > 1.0]
assert DOUBLET.shape[1] == 20 and QUARTET.shape[1] == 4
identity = np.eye(len(sector))


def hamiltonian(hop, U, repulsion=None, site_energy=None):
    H = U * double_occ
    for i in range(4):
        if site_energy is not None:
            H = H + site_energy[i] * transfer[i][i]
        for j in range(4):
            if i != j:
                H = H - hop[i, j] * transfer[i][j]
            if i < j and repulsion is not None:
                H = H + repulsion[i, j] * (
                    (transfer[i][i] - identity) @ (transfer[j][j] - identity))
    return H


def plaquette(U, tdiag=0.0):
    hop = np.zeros((4, 4))
    for i in range(4):
        hop[i, (i + 1) % 4] = hop[(i + 1) % 4, i] = 1.0
        hop[i, (i + 2) % 4] = tdiag
    return hamiltonian(hop, U)


def levels(H, basis):
    return np.linalg.eigvalsh(basis.T @ H @ basis)


def spin_gap(H):
    """Lowest doublet minus lowest quartet: positive if polarized."""
    return levels(H, DOUBLET)[0] - levels(H, QUARTET)[0]


def doublet_formula(U):
    return (U - np.sqrt(U**2 + 32 + 4 * np.sqrt(64 + 3 * U**2))) / 2


# ---------- explicit many-electron states in the diagonal orbitals ----------
def orbital(i, j, sign):
    return [((C[i][s] + sign * C[j][s]) / np.sqrt(2)).T for s in (0, 1)]


ap, am = orbital(0, 2, 1), orbital(0, 2, -1)
bp, bm = orbital(1, 3, 1), orbital(1, 3, -1)
vacuum = np.zeros(256)
vacuum[0] = 1.0
s1 = am[0] @ ap[0] @ ap[1] @ vacuum
s2 = am[0] @ bp[0] @ bp[1] @ vacuum
s5 = am[0] @ bm[0] @ bm[1] @ vacuum
s3 = am[0] @ (ap[0] @ bp[1] + bp[0] @ ap[1]) @ vacuum / np.sqrt(2)
sA = -(ap[0] @ am[1] + am[0] @ ap[1]) @ bp[0] @ vacuum / np.sqrt(2)
sB = (s3 - sA / 2) * 2 / np.sqrt(3)
sQ = (np.sqrt(2) * s1 + (s2 + s5) / np.sqrt(2)) / np.sqrt(3)
sm = (s2 - s5) / np.sqrt(2)
s_free = (s1 - s2 - s5) / np.sqrt(3)
block_basis = np.array([v[sector] for v in (sQ, sA, sm, sB, s_free)]).T
assert np.allclose(block_basis.T @ block_basis, np.eye(5), atol=1e-12)
U_try, r3 = 7.3, np.sqrt(3)
expected_block = np.array([[U_try, -r3, 0, -3, 0], [-r3, U_try, -1, 0, 0],
                           [0, -1, 0, -r3, 0], [-3, 0, -r3, 0, 0],
                           [0, 0, 0, 0, U_try]])
H_try = plaquette(U_try)
assert np.allclose(block_basis.T @ H_try @ block_basis, expected_block,
                   atol=1e-11)
assert np.allclose(H_try @ block_basis, block_basis @ expected_block,
                   atol=1e-11)

# ---------- parity sectors of the doublets ----------


def parity(orb):
    one = np.eye(256)
    return restrict((one - 2 * orb[0] @ orb[0].T) @
                    (one - 2 * orb[1] @ orb[1].T))


label, mix = eigh(DOUBLET.T @ (parity(am) + 2 * parity(bm)) @ DOUBLET)
label = np.round(label).astype(int)
ODD_EVEN = DOUBLET @ mix[:, label == 1]
OTHER = DOUBLET @ mix[:, np.abs(label) == 3]
counts = [int(np.sum(label == k)) for k in (1, -1, 3, -3)]
assert counts == [5, 5, 6, 4]

for U in (0.5, 4.0, 18.0, 60.0, 300.0):
    H = plaquette(U)
    root = np.sqrt(64 + 3 * U**2)
    x_big = np.sqrt(U**2 / 4 + 8 + root)
    x_small = np.sqrt(U**2 / 4 + 8 - root)
    formula = np.sort([U, U / 2 + x_big, U / 2 - x_big,
                       U / 2 + x_small, U / 2 - x_small])
    assert np.allclose(levels(H, ODD_EVEN), formula, atol=1e-9)
    assert abs(levels(H, DOUBLET)[0] - doublet_formula(U)) < 1e-9
    assert abs(levels(H, QUARTET)[0] + 2) < 1e-9
    assert levels(H, OTHER)[0] > -2 + 1e-6

# ---------- the transition ----------
U_numeric = brentq(lambda U: spin_gap(plaquette(U)), 5, 50, xtol=1e-11)
U_closed = 4 * (2 + np.sqrt(7))
assert abs(U_numeric - U_closed) < 1e-7
signs = np.sign([spin_gap(plaquette(U)) for U in np.linspace(0.2, 200, 400)])
assert np.sum(signs[1:] != signs[:-1]) == 1

H_c = plaquette(U_numeric)
vector = ODD_EVEN @ eigh(ODD_EVEN.T @ H_c @ ODD_EVEN)[1][:, 0]
occupancy = vector @ double_occ @ vector
slope = (doublet_formula(U_closed + 1e-3)
         - doublet_formula(U_closed - 1e-3)) / 2e-3
assert occupancy > 0 and abs(occupancy - slope) < 1e-6
# next term of the expansion is of relative order 1/U
coefficient = -(levels(plaquette(1e4), DOUBLET)[0] + r3) * 1e4
assert abs(coefficient - 5) < 1e-2
# U = 1e6 stands for infinity; the remaining shift is of order 5/U
tdiag_limit = brentq(lambda x: spin_gap(plaquette(1e6, x)), 0.05, 0.6)
assert abs(tdiag_limit - 0.25) < 1e-4

print("Plaquette, energies in units of t")
print(f"doublet sector sizes: {counts}")
for U in (4.0, 10.0, 18.0, 19.0, 30.0, 100.0):
    H = plaquette(U)
    print(f"U/t={U:5.0f}: E_D={levels(H, DOUBLET)[0]:.5f}, "
          f"E_Q={levels(H, QUARTET)[0]:.5f}, gap={spin_gap(H):+.5f}")
print(f"critical U/t, diagonalization: {U_numeric:.6f}")
print(f"critical U/t, closed form: {U_closed:.6f}")
print(f"critical U/t, large-U estimate: {5 / (2 - r3):.3f}")
print(f"lowest other doublet at crossing: {levels(H_c, OTHER)[0]:.5f} t")
print(f"double occupancy of doublet at crossing: {occupancy:.5f}")
print(f"coefficient of -t^2/U at U/t=10000: {coefficient:.4f}")
print(f"largest tdiag/t at U/t=1e6: {tdiag_limit:.5f}")

# ---------- hopping of a hydrogenic two-centre ion ----------


def reduced_hopping(rho):
    """Half the long-distance splitting, in units of the binding energy."""
    return 4 * rho * np.exp(-rho - 1)


print("Two-centre hopping / binding energy: basis set, formula")
for distance in (5.0, 6.5, 8.0):
    ion = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
                unit="Bohr", basis="aug-cc-pvtz", charge=1, spin=1, verbose=0)
    core = ion.intor("int1e_kin") + ion.intor("int1e_nuc")
    e = eigh(core, ion.intor("int1e_ovlp"), eigvals_only=True)
    computed = (e[1] - e[0]) / 2 / 0.5
    # leading asymptotic term: relative corrections of a few per cent remain
    assert abs(reduced_hopping(distance) / computed - 1) < 0.10
    print(f"  R={distance:.1f} Bohr radii: {computed:.5f}, "
          f"{reduced_hopping(distance):.5f}")

# ---------- donors: rough inputs in the regime of phosphorus in silicon ------
binding, U_donor, permittivity = 45.0, 43.0, 11.7      # meV, meV, 1
mass_light, mass_heavy = 0.19, 0.92                    # electron masses
lattice, valley_fraction, valley_orbit = 0.543, 0.85, 12.0   # nm, 1, meV
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e12     # meV nm
kB = const.k / const.e * 1e3                                 # meV/K
radius = coulomb / (2 * permittivity * binding)


def tail_length(mass):
    energy = binding * 1e-3 * const.e
    return const.hbar / np.sqrt(2 * mass * const.m_e * energy) * 1e9


tail_light, tail_heavy = tail_length(mass_light), tail_length(mass_heavy)


def hop_isotropic(separation):
    return binding * reduced_hopping(np.linalg.norm(separation) / radius)


def hop_valleys(separation):
    """Average over three valley pairs, each with its own tail and phase."""
    total = 0.0
    for axis in range(3):
        tails = np.full(3, tail_light)
        tails[axis] = tail_heavy
        rho = np.linalg.norm(separation / tails)
        phase = 2 * np.pi * valley_fraction * separation[axis] / lattice
        total += np.cos(phase) * binding * reduced_hopping(rho) / 3
    return total


def square(side):
    return side * np.array([[0, 0, 0], [1, 0, 0], [1, 1, 0], [0, 1, 0.0]])


def donors(position, hop_law, diagonal=True, charge=True, detuning=0.0):
    hop, repulsion = np.zeros((4, 4)), np.zeros((4, 4))
    for i in range(4):
        for j in range(4):
            if i == j:
                continue
            separation = position[i] - position[j]
            if diagonal or (i - j) % 2 == 1:
                hop[i, j] = hop_law(separation)
            if charge:
                repulsion[i, j] = coulomb / (
                    permittivity * np.linalg.norm(separation))
    return hamiltonian(hop, U_donor, repulsion, [detuning, 0, 0, 0])


print("Donor square, rough inputs")
print(f"binding {binding:.0f} meV, U {U_donor:.0f} meV, "
      f"permittivity {permittivity:.1f}")
print(f"masses {mass_light:.2f}, {mass_heavy:.2f} m_e; lattice constant "
      f"{lattice:.3f} nm")
print(f"valley wavevector {valley_fraction:.2f} x 2pi/a; "
      f"valley-orbit splitting {valley_orbit:.0f} meV")
print(f"hydrogenic radius: {radius:.3f} nm")
print(f"tail lengths, light and heavy mass: {tail_light:.3f}, "
      f"{tail_heavy:.3f} nm")
print(f"hopping at transition of plain model: {U_donor / U_closed:.3f} meV")

for name, law in (("isotropic", hop_isotropic), ("valley", hop_valleys)):
    def side_hop(side):
        return law(np.array([side, 0.0, 0.0]))

    plain = brentq(lambda R: U_donor / side_hop(R) - U_closed, 4, 16)
    ratio = law(np.array([plain, plain, 0.0])) / side_hop(plain)
    print(f"{name} hopping: plain critical spacing {plain:.2f} nm")
    print(f"  there tdiag/t={ratio:.3f}, intersite V="
          f"{coulomb / permittivity / plain:.2f} meV, "
          f"4t/valley-orbit={4 * side_hop(plain) / valley_orbit:.2f}")
    for text, diag, charge in (("diagonal hopping", True, False),
                               ("intersite Coulomb", False, True),
                               ("both", True, True)):
        critical = brentq(lambda R: spin_gap(
            donors(square(R), law, diag, charge)), plain, 1.8 * plain)
        assert critical > plain
        print(f"  critical spacing with {text}: {critical:.2f} nm, "
              f"U/t={U_donor / side_hop(critical):.1f}")

# ---------- a working point in the polarized phase ----------
cells = 26
side = cells * lattice
t_work = hop_valleys(np.array([side, 0.0, 0.0]))
tdiag_work = hop_valleys(np.array([side, side, 0.0]))
H_work = donors(square(side), hop_valleys)
gap_work = spin_gap(H_work)
assert gap_work > 0
gap_plain = t_work * (doublet_formula(U_donor / t_work) + 2)
print(f"working spacing: {cells} lattice constants = {side:.2f} nm")
print(f"t={t_work:.4f} meV, tdiag/t={tdiag_work / t_work:.4f}, "
      f"U/t={U_donor / t_work:.1f}")
print(f"isotropic estimate of t here: "
      f"{hop_isotropic(np.array([side, 0, 0])):.4f} meV")
print(f"spin gap, plain model: {gap_plain * 1e3:.1f} ueV")
print(f"spin gap, extended model: {gap_work * 1e3:.1f} ueV "
      f"= {gap_work / kB:.3f} K")
print(f"4t/valley-orbit splitting: {4 * t_work / valley_orbit:.3f}")

quartets, doublets = levels(H_work, QUARTET), levels(H_work, DOUBLET)
for temperature in (0.1, 1.0, 4.2):
    weight_q = 4 * np.sum(np.exp(-(quartets - quartets[0])
                                 / (kB * temperature)))
    weight_d = 2 * np.sum(np.exp(-(doublets - quartets[0])
                                 / (kB * temperature)))
    print(f"quartet population at {temperature:.1f} K: "
          f"{weight_q / (weight_q + weight_d):.3f}")

critical_detuning = brentq(lambda d: spin_gap(
    donors(square(side), hop_valleys, detuning=d)), 0, 20 * t_work)
print(f"one-donor detuning that closes the gap: {critical_detuning:.3f} meV "
      f"= {critical_detuning / t_work:.2f} t")
moved = square(side)
moved[0, 0] -= lattice
gap_moved = spin_gap(donors(moved, hop_valleys))
print(f"spin gap, one donor moved out by {lattice:.3f} nm: "
      f"{gap_moved * 1e3:+.1f} ueV")

print("tests ok")
```

It prints:

```
Plaquette, energies in units of t
doublet sector sizes: [5, 5, 6, 4]
U/t=    4: E_D=-2.75216, E_Q=-2.00000, gap=-0.75216
U/t=   10: E_D=-2.21656, E_Q=-2.00000, gap=-0.21656
U/t=   18: E_D=-2.00849, E_Q=-2.00000, gap=-0.00849
U/t=   19: E_D=-1.99423, E_Q=-2.00000, gap=+0.00577
U/t=   30: E_D=-1.89893, E_Q=-2.00000, gap=+0.10107
U/t=  100: E_D=-1.78214, E_Q=-2.00000, gap=+0.21786
critical U/t, diagonalization: 18.583005
critical U/t, closed form: 18.583005
critical U/t, large-U estimate: 18.660
lowest other doublet at crossing: -1.14473 t
double occupancy of doublet at crossing: 0.01413
coefficient of -t^2/U at U/t=10000: 5.0001
largest tdiag/t at U/t=1e6: 0.24999
Two-centre hopping / binding energy: basis set, formula
  R=5.0 Bohr radii: 0.04701, 0.04958
  R=6.5 Bohr radii: 0.01413, 0.01438
  R=8.0 Bohr radii: 0.00396, 0.00395
Donor square, rough inputs
binding 45 meV, U 43 meV, permittivity 11.7
masses 0.19, 0.92 m_e; lattice constant 0.543 nm
valley wavevector 0.85 x 2pi/a; valley-orbit splitting 12 meV
hydrogenic radius: 1.367 nm
tail lengths, light and heavy mass: 2.111, 0.959 nm
hopping at transition of plain model: 2.314 meV
isotropic hopping: plain critical spacing 6.77 nm
  there tdiag/t=0.182, intersite V=18.17 meV, 4t/valley-orbit=0.77
  critical spacing with diagonal hopping: 8.08 nm, U/t=40.5
  critical spacing with intersite Coulomb: 7.66 nm, U/t=31.4
  critical spacing with both: 8.58 nm, U/t=54.9
valley hopping: plain critical spacing 9.36 nm
  there tdiag/t=0.110, intersite V=13.15 meV, 4t/valley-orbit=0.77
  critical spacing with diagonal hopping: 10.71 nm, U/t=30.7
  critical spacing with intersite Coulomb: 10.33 nm, U/t=26.5
  critical spacing with both: 11.35 nm, U/t=39.1
working spacing: 26 lattice constants = 14.12 nm
t=0.3679 meV, tdiag/t=0.0444, U/t=116.9
isotropic estimate of t here: 0.0224 meV
spin gap, plain model: 82.8 ueV
spin gap, extended model: 60.9 ueV = 0.706 K
4t/valley-orbit splitting: 0.123
quartet population at 0.1 K: 0.999
quartet population at 1.0 K: 0.661
quartet population at 4.2 K: 0.498
one-donor detuning that closes the gap: 0.896 meV = 2.44 t
spin gap, one donor moved out by 0.543 nm: +47.4 ueV
tests ok
```
